\section*{Partial cancellation of errors in RPA static response: a two-level model, part 2}

The random-phase approximation (RPA) on Kohn--Sham (KS) energies often gives good dielectric constants, although its gaps are too small and it lacks electron--hole attraction. How far do these errors cancel? Hartree atomic units are used unless others are shown.

A unit has two electrons in an even orbital $\phi_v$ and an empty odd $\phi_c$. With one-electron operator $h$ and static screened interaction $W$, $d=\langle v|z|c\rangle$, $\rho=\phi_v\phi_c$, $J=(vv|cc)$, $J_{vv}=(vv|vv)$, $J_{cc}=(cc|cc)$, $K=(vc|vc)$, $W_d=(vv|W|cc)$, $W_x=(vc|W|cv)$. For level splitting $\Delta$, the static Bethe--Salpeter equation (BSE) has $A=\Delta+2K-W_d$, $B=2K-W_x$; the RPA drops $W_d,W_x$. The polarizability is
\begin{equation}
\alpha(\omega)=\frac{4d^2(A-B)}{\Omega^2-\omega^2},\qquad \Omega^2=(A-B)(A+B).
\label{dyn}
\end{equation}
\begin{equation}
\alpha=\frac{4d^2}{D},\qquad D=A+B=\Delta+4K-W_d-W_x .
\label{D}
\end{equation}
Quasiparticle (QP) levels use COHSEX: screened exchange $\Sigma_{\rm SEX}$ plus a Coulomb hole, its delta function resolved in the two orbitals. A local potential equivalent to $\Sigma_{\rm SEX}$ on $\phi_v$ defines the KS system:
\begin{equation}
\Delta_{\rm QP}-\Delta_{\rm KS}=W_d-W_x .
\label{gap}
\end{equation}
\begin{equation}
\Delta_{\rm KS}=(h_{cc}+2J-J)-(h_{vv}+2J_{vv}-J_{vv})=h_{cc}-h_{vv}+J-J_{vv}.
\label{gks}
\end{equation}
\begin{align*}
D_{\rm BSE}&=\Delta_{\rm KS}+4K-2W_x,\\
D_{\rm RPA@KS}&=\Delta_{\rm KS}+4K=D_{\rm BSE}+2W_x,\\
D_{\rm RPA@QP}&=\Delta_{\rm QP}+4K=D_{\rm BSE}+W_d+W_x .
\end{align*}
A semilocal gap is $\Delta_{\rm KS}+\delta$. For an isolated unit
\begin{equation}
W_x=\frac{K\Delta_{\rm KS}}{\Delta_{\rm KS}+4K},\qquad W_d=J,\qquad (vv|W|vv)=J_{vv}.
\label{W}
\end{equation}
The exact solution, with ground and odd singlet energies $E_0,E_S$, $s=\sqrt{b^2+K^2}$, $b=h_{cc}-h_{vv}+(J_{cc}-J_{vv})/2$, $E_0=2h_{vv}+J_{vv}+b-s$, $E_S=h_{vv}+h_{cc}+J+K$, is
\begin{equation}
D_{\rm ex}=\frac{E_S-E_0}{1-K/s}.
\label{Dex}
\end{equation}
The charged gap is $E(3)+E(1)-2E(2)$.

Two sites at distance $R$, with hopping $t$ and on-site and inter-site repulsions $U,V$, have $J=J_{vv}=J_{cc}=(U+V)/2$, $K=(U-V)/2$, $|d|=R/2$, $\Delta_{\rm KS}=2t$.

In the crystal, non-overlapping units along $z$ form a simple cubic lattice of constant $a$, density $n=a^{-3}$, coupled as point dipoles:
\begin{equation}
\varepsilon_{zz}=1+\frac{3L}{D-L},\qquad L=\frac{16\pi nd^2}{3},\qquad
\frac{\partial\varepsilon}{\partial\Delta}=-\frac{\varepsilon-1}{D-L}
\label{eps}
\end{equation}
With $\mathsf K_{ij}=(\rho_i|\rho_j)$, $g_j=d\,z_j/r_j^3$, $g_0=0$, screening by neighbours gives
\begin{align*}
W_x&=\left[\mathsf K-4\mathsf K(\Delta_{\rm KS}+4\mathsf K)^{-1}\mathsf K\right]_{00},\\
W_d&=J-P,\qquad P=4g^{T}(\Delta_{\rm KS}+4\mathsf K)^{-1}g .
\end{align*}

\section{The numbers}

\subsection{H$_2$ in a minimal basis}

In the STO-3G basis at $R=1.4$ bohr (0.7408~\AA) the molecule has exactly two orbitals, fixed by symmetry, and a real semilocal (PBE) gap can be computed. The integrals are $h_{cc}-h_{vv}=0.77719$, $J_{vv}=0.67459$, $J_{cc}=0.69750$, $J=0.66356$, $K=0.18126$ Ha and $d=0.93102$ bohr, so $4d^2=3.4672$ bohr$^2$. Then
\begin{align*}
\Delta_{\rm KS}&=0.77719+0.66356-0.67459=0.76616\ \text{Ha}=20.848\ \text{eV},\\
D_{\rm RPA@KS}&=0.76616+4(0.18126)=1.49120\ \text{Ha},\\
W_x&=0.18126\times0.76616/1.49120=0.09313\ \text{Ha}=2.534\ \text{eV},\\
\Delta_{\rm QP}&=0.76616+0.66356-0.09313=1.3366\ \text{Ha}=36.371\ \text{eV},\\
D_{\rm BSE}&=1.49120-2(0.09313)=1.30494\ \text{Ha},\\
D_{\rm RPA@QP}&=1.30494+0.66356+0.09313=2.06163\ \text{Ha}.
\end{align*}
The exact charged gap in this basis is 35.092 eV, so COHSEX is 1.28 eV too high (about 0.5 eV if the Coulomb hole is evaluated with the delta function itself, which lowers the KS gap by 0.81 eV and the QP gap to 35.61 eV). The number belongs to the two-orbital model: the anion is unbound, and in the aug-cc-pVDZ basis the same energy difference is already down to 17.9 eV. Equation \eqref{Dex} gives $D_{\rm ex}=1.24739$ Ha. Dividing $3.4672$ by each $D$ (errors here and below are relative to the exact or reference value):
\begin{center}
\begin{tabular}{lccc}
 & $\alpha$ (bohr$^3$) & $\alpha$ (\AA$^3$) & error\\
RPA@QP & 1.682 & 0.249 & $-39.5\%$\\
RPA@KS & 2.325 & 0.345 & $-16.3\%$\\
RPA@PBE & 2.363 & 0.350 & $-15.0\%$\\
BSE & 2.657 & 0.394 & $-4.4\%$\\
exact & 2.780 & 0.412 &
\end{tabular}
\end{center}
The KS gap cancels the fraction $0.57043/0.75669=0.754$ of the missing attraction. The PBE gap is 20.202 eV, so $\delta=-0.647$ eV. It has the helpful sign but is small against $2W_x=5.068$ eV, and $\delta+2W_x=4.421$ eV remains. An exact RPA result would need a gap $D_{\rm ex}-4K=14.214$ eV. In this basis the molecule therefore shows the compensation without a close match, and nearly all of it comes from the potential being local, little from its being semilocal. The screened kernel element $-W_x/2$ of the BSE still leaves $\alpha$ too small, but the PBE kernel and the unscreened exchange kernel reverse the sign of the error: finite-field PBE gives 2.933 bohr$^3$, and Hartree--Fock gives $3.4672/(0.76616+0.36252)=3.072$ bohr$^3$.

These are numbers for the two-level model, not for the real molecule; STO-3G is far from converged. The same construction can be carried out in the aug-cc-pVTZ basis, with matrices over the empty orbitals as in the last section. The exact $\alpha$ is then 6.40 bohr$^3$ (6.54 in aug-cc-pVDZ). The errors are $-51\%$ (RPA@QP), $-28\%$ (RPA@KS), $-10\%$ (RPA@PBE), $-21\%$ (BSE), $+8\%$ (finite-field PBE) and $+1\%$ (Hartree--Fock). The compensation survives: measured on $1/\alpha$, the KS system removes 0.83 of the RPA@QP error relative to the BSE. The details do not survive. The PBE gap is 10.7 eV, 2.3 eV below the KS gap; the step from the KS to the PBE system supplies about 30\% of the change in $1/\alpha$ between RPA@QP and RPA@PBE; and RPA@PBE lies above the BSE and closer to the exact value.

\subsection{A $\pi$ bond, alone and in a crystal}

The chosen model inputs are $t=2.6$ eV, $U=11.26$ eV, $R=1.35$~\AA\ $=2.5511$ bohr, with the Ohno form $V=U/\sqrt{1+(UR)^2}=7.744$ eV. Then $J=(11.26+7.744)/2=9.502$ eV, $K=(11.26-7.744)/2=1.758$ eV, $d=1.27557$ bohr, $\Delta_{\rm KS}=5.200$ eV. It follows that $D_{\rm RPA@KS}=5.200+4(1.758)=12.23$ eV, $W_x=1.758\times5.200/12.233=0.747$ eV and $\Delta_{\rm QP}=5.200+9.502-0.747=13.95$ eV, against the exact 13.522 eV. The denominators are 20.987 (RPA@QP), 12.233 (RPA@KS), 10.738 (BSE) and 10.663 eV (exact), and the polarizabilities 8.44, 14.48, 16.49 and 16.61 bohr$^3$ (1.250, 2.145, 2.444, 2.461~\AA$^3$), with errors of $-49.2$, $-12.8$ and $-0.7\%$. A gap too small by more than 8 eV leaves a 13\% error, and the cancelled fraction is 0.854. The closeness of the BSE is partly luck, since only the first order in $K$ is guaranteed and $4K/\Delta$ exceeds 1 here. The binding energy $\Delta_{\rm QP}-\Omega_{\rm BSE}=13.954-7.472=6.482$ eV is well below $W_d+W_x=10.249$ eV.

For the crystal the chosen spacing is $a=7$ bohr (3.7042~\AA), $n=0.002915$ bohr$^{-3}$, giving $L=0.07948$ Ha $=2.163$ eV and $3L=0.23844$ Ha. Cubes of $7^3$ to $13^3$ units give $P=0.660$, 0.694, 0.715 and 0.730 eV. The charge field is long-ranged, so $P$ converges as the inverse size; two quadratic extrapolations both give 0.813 eV. Hence $W_d=9.502-0.813=8.689$ eV, $W_x$ moves only to 0.735 eV, and $\Delta_{\rm QP}=5.200+8.689-0.735=13.154$ eV. From \eqref{eps}, in Hartree,
\begin{align*}
\varepsilon_{\rm RPA@QP}&=1+0.23844/(0.74186-0.07948)=1.360,\\
\varepsilon_{\rm RPA@KS}&=1+0.23844/(0.44954-0.07948)=1.644,\\
\varepsilon_{\rm BSE}&=1+0.23844/(0.39556-0.07948)=1.754,\\
\varepsilon_{\rm ref}&=1+0.23844/(0.39184-0.07948)=1.763 .
\end{align*}
The reference uses the exact unit polarizability but omits correlation between units, so it is a reference within the model and not a substitute for a measurement. (If the transition densities are coupled as charges $\pm\tfrac12$ a distance $R$ apart instead of point dipoles, with the $D$ held fixed, the amount subtracted from $D$ rises from 2.16 to 2.61 eV and the reference rises to 1.81, while the percentage errors below change by less than 1.5 points.) The errors in $\varepsilon-1$ are $-52.8$, $-15.6$ and $-1.2\%$, relative to the reference. With the same crystal denominators the errors in $\alpha$ would be $-47.2$, $-12.8$ and $-0.9\%$; subtracting $L$ from $D$ enlarges each. The first and last of these differ from the isolated unit because $P$ lowers $D_{\rm RPA@QP}$ and the smaller $W_x$ raises $D_{\rm BSE}$. Quoted on $\varepsilon$ itself, 1.644 against 1.763 is an error of about 7\%, and part of the apparent match is the constant 1. The sensitivity at RPA@KS is $-0.6443/(12.233-2.163)=-0.0640$ per eV. The RPA would equal the BSE at a gap of $5.200-2(0.735)=3.73$ eV and the reference at 3.630 eV; a functional with a smaller gap would overshoot.

\subsection{What the numerical check tests}

The numerical check tests the static closed forms and $\Omega_{\rm BSE}$ by another route; the frequency dependence of \eqref{dyn} and the expansion of the last section are not tested. $W_x$ and $W_d$ come from matrix inversion of the Dyson equation, the gap identity from diagonalizing the COHSEX Hamiltonian, and each RPA and BSE value of $\alpha$ and $\varepsilon$ from a self-consistent solution in a small finite field. The exact $D$, the charged gap and the invariance under a uniform shift come from diagonalization in Fock space, itself compared with a standard full configuration-interaction energy. Equation \eqref{gks} is integrated on a real-space grid, the dipole sum is done explicitly ($4.188790=4\pi/3$), $P$ is recomputed from iterated induced dipoles, and the series for $D_{\rm ex}$ is expanded symbolically.

\section{Where the identity stops}

The model has flat bands and pairs confined to one unit. In a solid with dispersive bands and many overlapping occupied orbitals, a local potential does not in general reproduce $\Sigma_{\rm SEX}$ on all of them, and \eqref{gap} is then no longer an identity. For real orbitals the derivation of \eqref{D} carries over with vectors and matrices over pairs, $\alpha=4d^T(A+B)^{-1}d$. Suppose the QP correction is a rigid shift $\sigma$, and let $\mathsf M$ be the matrix of $W_d+W_x$ and $\mathsf R=(\Delta_{\rm KS}+4\mathsf K)^{-1}$. Then $A+B=\mathsf R^{-1}+\sigma-\mathsf M$, and $(A+B)^{-1}=\mathsf R-\mathsf R(\sigma-\mathsf M)\mathsf R+\dots$ gives
\begin{equation}
\alpha_{\rm BSE}-\alpha_{\rm RPA@KS}=-4\,\xi^T(\sigma-\mathsf M)\xi+\dots,\qquad \xi=\mathsf Rd .
\end{equation}
To first order in $\sigma-\mathsf M$, the match requires $\sigma\approx\xi^T\mathsf M\xi/\xi^T\xi$. The next term, $+4\,\xi^T(\sigma-\mathsf M)\mathsf R(\sigma-\mathsf M)\xi$, is not negative, so the shift actually needed is at least this large. The vector $\xi$ is the pair state made by a static field. It solves $(\Delta_{\rm KS}+4\mathsf K)\xi=d$, so its components reduce to transition dipoles divided by transition energies only if the Hartree coupling $\mathsf K$ is neglected. Its Fourier transform over $\mathbf k$ is the amplitude for the electron--hole separation. If $\xi$ has comparable weight over much of the Brillouin zone and a phase that varies little with $\mathbf k$, that separation is of the order of a cell, and the attraction can be much stronger than the binding of a band-edge exciton spread over many cells; if the direct gap is small against the bandwidth, $\xi$ tends to concentrate at the band edge, which favours a larger pair. This argument is not tested here, but it suggests that a weakly bound exciton is by itself no evidence that the attraction may be dropped once the gap has been opened. The condition is not guaranteed, though, and charge flow between units is absent from the model. The further approximations are the static self-energy, which overestimated both gaps above, and the neglect of the change of $W$ in the field. The result concerns the static limit; it implies nothing about spectra near an absorption edge, where the position of each pole matters and not an average over all of them. For $GW$ practice, updating the energies in $\chi_0$ to QP values without adding the attraction moves the screening from the RPA@KS line to the RPA@QP line, from 1.644 to about 1.36 in the crystal above (1.360 after one update, 1.362 when $W$ and the gap are iterated).

\section*{Table of computed values}
\begin{verbatim}
A: H2 STO-3G, R = 1.4 bohr = 0.7408 A
A h_cc-h_vv = 0.77719, (vv|vv) = 0.67459, (cc|cc) = 0.69750 Ha
A d = 0.93102 bohr = 0.4927 A
A J = W_d = 0.66356 Ha = 18.056 eV
A K = 0.18126 Ha = 4.932 eV
A W_x = 0.09313 Ha = 2.534 eV
A gap KS = 0.76616 Ha = 20.848 eV
A gap QP (COHSEX) = 1.33660 Ha = 36.371 eV
A gap exact (charged) = 1.28959 Ha = 35.092 eV
A Omega: BSE 27.209, RPA@KS 29.086, exact 26.340 eV
A cancelled fraction (Wd-Wx)/(Wd+Wx) = 0.7539
A RPA@QP: D = 2.06163 Ha = 56.100 eV, alpha = 1.6818 bohr^3 = 0.2492 A^3, err -39.5 %
A RPA@KS: D = 1.49120 Ha = 40.578 eV, alpha = 2.3251 bohr^3 = 0.3445 A^3, err -16.3 %
A BSE: D = 1.30494 Ha = 35.509 eV, alpha = 2.6570 bohr^3 = 0.3937 A^3, err -4.4 %
A exact: D = 1.24739 Ha = 33.943 eV, alpha = 2.7795 bohr^3 = 0.4119 A^3, err +0.0 %
A gap PBE = 0.74239 Ha = 20.202 eV
A delta = PBE - KS = -0.02377 Ha = -0.647 eV
A delta + 2 W_x = 0.16248 Ha = 4.421 eV
A alpha RPA@PBE = 2.3628 bohr^3 = 0.3501 A^3
A RPA@PBE err -15.0 %
A alpha finite-field PBE = 2.9328 bohr^3 = 0.4346 A^3
A alpha finite-field HF = 3.0719 bohr^3 = 0.4552 A^3
A gap making RPA exact = 0.52236 Ha = 14.214 eV
B: t = 2.6 eV, U = 11.26 eV, R = 1.35 A = 2.5511 bohr
B Ohno V = 0.28457 Ha = 7.744 eV
B d = 1.27557 bohr = 0.6750 A
B J = W_d = 0.34919 Ha = 9.502 eV
B K = 0.06461 Ha = 1.758 eV
B W_x = 0.02747 Ha = 0.747 eV
B gap KS = 0.19110 Ha = 5.200 eV
B gap QP (COHSEX) = 0.51282 Ha = 13.954 eV
B gap exact (charged) = 0.49692 Ha = 13.522 eV
B Omega: BSE 7.472, RPA@KS 7.976, exact 7.247 eV
B cancelled fraction (Wd-Wx)/(Wd+Wx) = 0.8542
B RPA@QP: D = 0.77126 Ha = 20.987 eV, alpha = 8.4384 bohr^3 = 1.2504 A^3, err -49.2 %
B RPA@KS: D = 0.44954 Ha = 12.233 eV, alpha = 14.4775 bohr^3 = 2.1453 A^3, err -12.8 %
B BSE: D = 0.39461 Ha = 10.738 eV, alpha = 16.4928 bohr^3 = 2.4440 A^3, err -0.7 %
B exact: D = 0.39184 Ha = 10.663 eV, alpha = 16.6094 bohr^3 = 2.4613 A^3, err +0.0 %
C: a = 7.0 bohr = 3.7042 A, n = 0.002915 bohr^-3, lattice sum = 4.188790
C P(L=3..6) eV: [0.6601 0.6936 0.715  0.73  ] fits 0.813, 0.813
C P = 0.02988 Ha = 0.813 eV
C W_d = 0.31931 Ha = 8.689 eV
C W_x = 0.02699 Ha = 0.735 eV
C gap QP = 0.48341 Ha = 13.154 eV
C L = 0.07948 Ha = 2.163 eV
C RPA@QP: D = 0.74186 Ha = 20.187 eV, eps = 1.3600, err(eps-1) -52.8 %
C RPA@KS: D = 0.44954 Ha = 12.233 eV, eps = 1.6443, err(eps-1) -15.6 %
C BSE: D = 0.39556 Ha = 10.764 eV, eps = 1.7544, err(eps-1) -1.2 %
C reference (exact unit alpha): eps = 1.7633
C d eps/d gap at RPA@KS = -0.0640 per eV
C gap making RPA = BSE = 0.13711 Ha = 3.731 eV
C gap making RPA = reference = 0.13339 Ha = 3.630 eV
\end{verbatim}
